# Inhibitor against precursor: competitive Langmuir adsorption and area selectivity

## Two gases that differ in name alone

Let a surface offer many identical sites, each able to hold one molecule. Above it are two gases whose molecules have the same mass, bind equally strongly and leave equally often. They differ in a label: one is called the inhibitor I, the other the precursor A. If their pressures are equal, exchanging the labels changes nothing, so the occupied sites are shared equally. If the precursor pressure is three times the inhibitor pressure, three of every four molecules striking an empty site are precursors. Since both kinds then stay equally long, three of every four occupied sites hold precursor. The occupancy ratio is the pressure ratio.

Now let the precursor stay on the surface for one eightieth of the time that the inhibitor stays. To hold as many sites as the inhibitor, it must arrive eighty times as often as the inhibitor does. Equal occupancy therefore needs a precursor pressure eighty times the inhibitor pressure. The general law replaces the number eighty by a ratio of binding constants.

## The model and the result

Area-selective deposition can use an inhibitor to keep a precursor off one part of a surface while film grows on another. The model of the protected part is as follows.

- All sites are equivalent, and a molecule on one site does not affect its neighbours.
- A site is empty, holds one I, or holds one A. The fractions of sites in these states are $\theta_0$, $\theta_I$ and $\theta_A$, with $\theta_0+\theta_I+\theta_A=1$.
- Both molecules adsorb whole and reversibly. The precursor has not yet reacted to form film.
- Both gases are ideal and are held at partial pressures $p_I$ and $p_A$.

The result is

$$\frac{\theta_A}{\theta_I}=\frac{K_Ap_A}{K_Ip_I},\qquad p^*=\frac{K_Ip_I}{K_A}, \tag{1}$$

where $K_I$ and $K_A$ are binding constants, in inverse pressure, that depend on temperature but not on pressure. At $p_A=p^*$ half of the occupied sites hold precursor and so lack an inhibitor.

## First derivation: counting arrivals and departures

Let $a_i$ be the rate at which molecules of gas $i$ strike one site, and let each one that strikes an empty site stick. Let $d_i$ be the rate at which an adsorbed molecule leaves. Then

$$\frac{d\theta_I}{dt}=a_I\theta_0-d_I\theta_I,\qquad
\frac{d\theta_A}{dt}=a_A\theta_0-d_A\theta_A. \tag{2}$$

In the steady state both left sides vanish, so $\theta_I=(a_I/d_I)\theta_0$ and $\theta_A=(a_A/d_A)\theta_0$. Dividing removes the unknown empty fraction:

$$\frac{\theta_A}{\theta_I}=\frac{a_A/d_A}{a_I/d_I}. \tag{3}$$

This is equation (1) if $a_i/d_i=K_ip_i$, that is, if the arrival rate is proportional to pressure. To show this, consider molecules of mass $m$ with velocity component $v>0$ towards the surface. In a time $dt$ those within a distance $v\,dt$ strike it. With number density $n=p/kT$ and the Maxwell distribution of $v$, the number striking unit area per unit time is

$$n\sqrt{\frac{m}{2\pi kT}}\int_0^\infty v\,e^{-mv^2/2kT}dv
=\frac{p}{kT}\sqrt{\frac{m}{2\pi kT}}\;\frac{kT}{m}
=\frac{p}{\sqrt{2\pi mkT}}.$$

The integral equals $kT/m$ because the integrand is the derivative of $-(kT/m)e^{-mv^2/2kT}$. For a site of area $s$, $a=sp/\sqrt{2\pi mkT}$. For departure, take the activated form $d=\nu e^{-E/kT}$, with binding energy $E>0$ and attempt rate $\nu$. Hence

$$K=\frac{a}{d\,p}=\frac{s}{\nu\sqrt{2\pi mkT}}\,e^{E/kT}. \tag{4}$$

If $s$ and $\nu$ are the same for both molecules, they cancel in $K_I/K_A$, and

$$p^*=p_I\sqrt{\frac{m_A}{m_I}}\;e^{(E_I-E_A)/kT}. \tag{5}$$

The square root comes from the arrival rates: at equal pressure the heavier molecule moves more slowly and strikes less often. It remains in (5) only because the attempt rates were set equal. In one and the same binding potential, the heavier molecule would also vibrate more slowly and leave less often, and in classical mechanics the mass then cancels from $K$. When the inhibitor binds more strongly, heating at fixed $p_I$ lowers $p^*$, since the exponent shrinks.

**Direct displacement.** An arriving precursor might also push an inhibitor off, at rate $bp_A\theta_I$, with the reverse process at rate $b'p_I\theta_A$. In equilibrium every process is balanced by its own reverse. Thus $bp_A\theta_I=b'p_I\theta_A$, which agrees with (1) provided $b/b'=K_A/K_I$. Thermodynamics imposes this relation, and the new channel leaves the occupancies alone.

If displacement runs one way, at rate $g$ per adsorbed inhibitor, the balances become

$$a_I\theta_0=(d_I+g)\theta_I,\qquad a_A\theta_0+g\theta_I=d_A\theta_A.$$

Taking $\theta_0$ from the first and inserting it in the second gives

$$\frac{\theta_A}{\theta_I}=\frac{a_Ad_I}{a_Id_A}\left(1+\frac{g}{d_I}\right)+\frac{g}{d_A}. \tag{6}$$

The law then fails. This is a steady state, but not an equilibrium.

## Second derivation: weighing the states of a site

The same result follows without any mechanism of arrival or departure. Treat one site as a small system in contact with a large reservoir, made of the two gases and the solid, at temperature $T$. The probability of a state of the site is proportional to the number of reservoir states compatible with it, $e^{S_{\rm res}/k}$. If the site takes energy $\epsilon$ and one molecule of chemical potential $\mu$ from the reservoir, the reservoir entropy changes by $-(\epsilon-\mu)/T$. The state therefore has weight $e^{(\mu-\epsilon)/kT}$ relative to the empty site.

An adsorbed molecule can vibrate and turn, so it has many states. Summing over them gives the total weight

$$x_i=q_i(T)\,e^{\mu_i/kT},\qquad q_i(T)=\sum_{\rm states}e^{-\epsilon/kT}. \tag{7}$$

Strong binding means low $\epsilon$ and large $q_i$. The pressure enters through $\mu_i$. At constant temperature $d\mu=(V/N)\,dp$, and an ideal gas has $V/N=kT/p$. Integrating from a reference pressure $p_0$,

$$\mu_i=\mu_i^0(T)+kT\ln\frac{p_i}{p_0}.$$

In an ideal mixture each gas obeys this with its own partial pressure, because its molecules do not interact with the others. Inserting it in (7) gives

$$x_i=K_ip_i,\qquad K_i=\frac{q_i(T)}{p_0}\,e^{\mu_i^0(T)/kT}. \tag{8}$$

The three possibilities for a site have weights $1$, $x_I$ and $x_A$. Dividing each by their sum gives

$$\theta_0=\frac{1}{1+x_I+x_A},\quad
\theta_I=\frac{x_I}{1+x_I+x_A},\quad
\theta_A=\frac{x_A}{1+x_I+x_A}. \tag{9}$$

The ratio of the last two is $x_A/x_I$, which is equation (1).

Both derivations describe the same equilibrium, so the constants in (4) and (8) must agree. The attempt rate is thus not free once the states of the adsorbed molecule and the sticking probability are known. In the example below it is a chosen parameter, close to $kT/h$. With unit sticking, that value corresponds to an adsorbed molecule that still turns freely and moves freely across its site. A large molecule pinned to a site loses most of that freedom, and its attempt rate can be $10^{15}$ s⁻¹ or much more. A rate common to both gases cancels from $p^*$, but the coverages, lifetimes and relaxation times below all depend on it.

## What "half" refers to

The precursor's share of the occupied sites is

$$f=\frac{\theta_A}{\theta_A+\theta_I}=\frac{K_Ap_A}{K_Ap_A+K_Ip_I}=\frac{p_A}{p_A+p^*}, \tag{10}$$

where the last step divides numerator and denominator by $K_A$. At $p_A\ll p^*$ the share is $p_A/p^*$. A share of one per cent requires $0.01(p_A+p^*)=p_A$, so $p_A=p^*/99$.

A different question is when the surface has lost half of the inhibitor it held before any precursor arrived. By (9) the original coverage was $x_I/(1+x_I)$, so the condition is

$$\frac{x_I}{1+x_I+x_A}=\frac12\,\frac{x_I}{1+x_I}
\;\Rightarrow\; 1+x_I+x_A=2(1+x_I)
\;\Rightarrow\; x_A=1+x_I.$$

The corresponding pressure is

$$p_{\rm loss}=\frac{1+K_Ip_I}{K_A}=p^*+\frac1{K_A}. \tag{11}$$

The two pressures nearly coincide when $K_Ip_I\gg1$, a surface initially almost full. On a sparsely covered surface the precursor can settle on empty sites and become as common as the inhibitor while displacing little of it.

## A worked example

The parameters are illustrative choices, loosely modelled on weakly bound acetylacetone protecting alumina from an aminosilane, with both gases flowing together. The binding energies have meaning only together with the chosen attempt rate. The temperature is 423 K, so $kT=0.03645$ eV. The masses are 100 u for the inhibitor and 174 u for the precursor, the site area is 0.25 nm², and $\nu=10^{13}$ s⁻¹. The binding energies are $E_I=1.10$ eV and $E_A=0.95$ eV, and $p_I=1$ mTorr.

The inhibitor strikes a site 427 times per second, and once adsorbed leaves at 0.784 s⁻¹. Hence

$$K_Ip_I=\frac{427}{0.784}\approx545,\qquad K_I=5.45\times10^5\ \text{Torr}^{-1}.$$

The precursor leaves at 48.0 s⁻¹ and has $K_A=6.74\times10^3$ Torr⁻¹. Therefore

$$p^*=\frac{545}{6.74\times10^3\ \text{Torr}^{-1}}\approx81\ \text{mTorr}\quad(10.8\ \text{Pa}).$$

At this pressure each species covers 49.95% of the sites and 0.09% are empty. The pressure for half loss of the original inhibitor is 80.95 mTorr, against $p^*=80.80$ mTorr; the difference is $1/K_A$.

Lowering the inhibitor pressure to 0.001 mTorr makes the distinction plain. Now $K_Ip_I=0.545$, $p^*=0.081$ mTorr and $p_{\rm loss}=0.229$ mTorr. At $p^*$ the inhibitor coverage is $0.545/(1+2\times0.545)=0.26$, while without precursor it was $0.545/1.545=0.35$. About a quarter of the inhibitor has gone, not half.

**Selectivity between two areas.** Return to $p_I=1$ mTorr, and suppose that on the growth area the inhibitor binds by 0.70 eV, while the precursor binds as before. There $p^*$ is 0.0014 mTorr. At a precursor pressure of 1 mTorr, $x_A=6.74$ on both areas. On the growth area $x_I=K_Ap^*=0.0093$, so

$$\theta_A^{\rm growth}=\frac{6.74}{1+0.0093+6.74}=0.87,\qquad
\theta_A^{\rm protected}=\frac{6.74}{1+545+6.74}=0.012.$$

The coverage ratio is 71. It is far below the ratio of the two half pressures, which compares the inhibitor weights alone. The coverages also depend on the weights of the empty site and of the precursor. With $x_I'$ denoting the inhibitor weight on the growth area, (9) gives

$$\frac{\theta_A^{\rm growth}}{\theta_A^{\rm protected}}=\frac{1+x_I+x_A}{1+x_I'+x_A}.$$

As $p_A\to0$ this rises towards $546/1.009\approx541$, but the growth area then holds little precursor. In this model, at fixed inhibitor pressure and temperature, a larger coverage ratio is bought with a smaller coverage where film is wanted.

## What each derivation assumes

The rate derivation needs constant rates and a steady state. It does not require gas and surface to have the same temperature: if they differ, (3) still holds with the actual arrival and departure rates, though $K$ is no longer an equilibrium constant. Its weakness is that every important process must be listed. The statistical derivation needs no list, and covers displacement or any other reversible route. In return it requires true equilibrium, and says nothing about how long that takes. Both assume independent sites, one molecule to each.

### Time and irreversible steps

When empty sites are scarce, their number adjusts quickly and total coverage stays near one. Adding the two equations in (2) and setting the sum to zero gives $\theta_0=(d_I\theta_I+d_A\theta_A)/(a_I+a_A)$. Inserting this in the second equation,

$$\frac{d\theta_A}{dt}=\frac{a_A(d_I\theta_I+d_A\theta_A)}{a_I+a_A}-d_A\theta_A
=\frac{a_Ad_I\theta_I-a_Id_A\theta_A}{a_I+a_A}.$$

With $\theta_I\approx1-\theta_A$, the coefficient of $-\theta_A$ is the relaxation rate $(a_Ad_I+a_Id_A)/(a_I+a_A)$. At $p^*$, equation (3) makes the two terms in its numerator equal, so

$$\frac1\tau\approx\frac{2d_Ia_A}{a_I+a_A}. \tag{12}$$

Here $a_A=2.62\times10^4$ s⁻¹, and $\tau=0.65$ s. The inhibitor's slow departure sets the scale. Starting from the inhibited surface, a 3 s exposure at $p^*$ brings the precursor share to 49.5%, close to equilibrium.

One-way displacement shows how much an unbalanced process matters. If one precursor impact in $10^4$ on an inhibited site removes the inhibitor, then $g=2.62$ s⁻¹. At $p^*$ the prefactor in (6) is one, and the ratio is $1+2.62/0.784+2.62/48.0\approx4.4$ instead of 1.

Deposition also needs the precursor to react permanently at some stage. Give this reaction the same attempt rate and a barrier of 1.20 eV. After the 3 s exposure at $p^*$, 5.7% of the sites have reacted, and the equilibrium law remains a fair description of the rest. With a barrier of 1.00 eV, 88% have reacted. Each precursor that reacts no longer returns its site, and the inhibitor is drained away although $p_A$ has not changed.

### Interacting neighbours

Suppose neighbouring inhibitors repel with energy $w$ per pair, and each site has four neighbours. Let $n_I$ be the number of inhibitors, $N_{II}$ the number of neighbouring inhibitor pairs and $N_{IA}$ the number of mixed pairs. On a full surface, counting the neighbours of all inhibitors gives $4n_I=2N_{II}+N_{IA}$, because each inhibitor pair is counted twice. The energy is therefore

$$wN_{II}=2wn_I-\tfrac12wN_{IA}.$$

The last term is unchanged when the two species are exchanged, so it favours neither. The first multiplies the weight of every inhibitor by $e^{-2w/kT}$. Equal occupancy then requires $x_A=x_Ie^{-2w/kT}$.

For $w=0.02$ eV the factor is 0.334. A sum over all states of a nine-site periodic lattice, including empty sites, gives 0.335. The closed form holds only while empty sites stay scarce; a much stronger repulsion at the same $x_I$ opens vacancies and the shift is then smaller than the formula gives. Here the half pressure falls from 81 to about 27 mTorr: a repulsion smaller than $kT$ matters because each inhibitor has several neighbours.

### An inhibitor that covers two sites

A bulky inhibitor may block more than one precursor site. Take a long row of sites in which an inhibitor covers two adjacent ones, and let $Z_L$ be the summed weight of all arrangements on $L$ sites. The last site is empty, holds a precursor, or is the end of an inhibitor, so

$$Z_L=(1+x_A)Z_{L-1}+x_IZ_{L-2}.$$

For large $L$, $Z_L$ grows as $\lambda^L$, where $\lambda$ is the positive root of

$$\lambda^2=(1+x_A)\lambda+x_I. \tag{13}$$

An arrangement with $n$ precursors carries the factor $x_A^n$, so the mean number of precursors per site is $x_A\,\partial\ln\lambda/\partial x_A$. The same rule with $x_I$ gives the inhibitors. Differentiating (13),

$$\frac{\partial\lambda}{\partial x_A}=\frac{\lambda}{2\lambda-1-x_A},\qquad
\frac{\partial\lambda}{\partial x_I}=\frac{1}{2\lambda-1-x_A}.$$

The fraction of sites under precursor is thus $x_A/(2\lambda-1-x_A)$. The fraction under inhibitor, two sites for each, is $2x_I/[\lambda(2\lambda-1-x_A)]$. They are equal when $\lambda=2x_I/x_A$. Putting this in (13) and multiplying by $x_A^2/x_I$,

$$4x_I=2x_A(1+x_A)+x_A^2=3x_A^2+2x_A
\;\Rightarrow\; x_A=\frac{\sqrt{1+12x_I}-1}{3}. \tag{14}$$

With $x_I=545$ held fixed, $x_A=26.6$, and the half pressure is 3.9 mTorr, about one twentieth of the one-site value. Two precursors can replace one inhibitor, so for large $x_I$ it is $x_A^2$, not $x_A$, that competes with $x_I$. With these parameters the shift is larger than that from the neighbour repulsion above. Its size belongs to the row model; a real surface has a different geometry.

## Beside a real process

Acetylacetone can protect alumina while an aminosilane and an oxidant deposit silica elsewhere. The binding energies chosen here are rough, and the steady flow of both gases is a simplification. In atomic layer deposition, inhibitor and precursor are dosed in turn, with a purge between. In the model, a purge of 1 s without readsorption leaves 46% of the weakly bound inhibitor. Acetylacetone can also bind to alumina more strongly, through both of its oxygen atoms. At an assumed 1.50 eV and the same attempt rate, its lifetime is $7.4\times10^4$ s, about 21 hours. If the lifetime is that long, protection during a pulse of seconds rests on slow departure, and $p^*$ does not describe it. Both figures depend on the attempt rate: at $10^{16}$ s⁻¹ the lifetime at 1.50 eV is 74 s, and the weakly bound inhibitor would have $K_Ip_I=0.545$ and would not survive the purge. The strongly bound form has also usually given up a proton, so it lies outside the assumption of whole adsorption, and a single first-order lifetime is only a stand-in for its removal.

Where exchange is fast enough for equilibrium and permanent reaction is slow, the prediction is still limited by the binding energies and attempt rates, and by the site blocking and neighbour interactions treated above. Raising $E_I-E_A$ by 0.05 eV multiplies $p^*$ by 3.9. The attempt rates were assumed equal; if the precursor's were ten times the inhibitor's, $p^*$ would be ten times higher, and for molecules of different size and flexibility the ratio need not stop at ten. Temperature matters less over a modest range: at 473 K, with $p_I$ still 1 mTorr, $p^*$ is 52 mTorr. The value of 81 mTorr is therefore an estimate of scale for this model, not a process setting. The numerical output lists the values used here.

## Calculated quantities

```
temperature: 423 K
thermal energy kT: 0.03645 eV
inhibitor mass: 100 u
precursor mass: 174 u
site area: 0.25 nm^2
attempt rate: 1e+13 1/s
inhibitor binding energy: 1.1 eV
precursor binding energy: 0.95 eV
inhibitor pressure: 1 mTorr
inhibitor arrival rate per site: 427 1/s
precursor arrival rate per site at p_half: 2.616e+04 1/s
inhibitor desorption rate: 0.7838 1/s
precursor desorption rate: 48.01 1/s
K_I: 5.448e+05 1/Torr
K_A: 6742 1/Torr
K_I/K_A: 80.8
K_I p_I: 544.8
p_half: 80.8 mTorr
p_half in pascal: 10.77 Pa
empty fraction at p_half: 0.000917
inhibitor coverage at p_half: 0.4995
precursor coverage at p_half: 0.4995
pressure for 1% precursor share: 0.8162 mTorr
p_loss, same inhibitor pressure: 80.95 mTorr
low inhibitor pressure: 0.001 mTorr
K_I p_I at low pressure: 0.5448
p_half at low pressure: 0.0808 mTorr
p_loss at low pressure: 0.2291 mTorr
inhibitor binding on growth area: 0.7 eV
p_half on growth area: 0.001386 mTorr
working precursor pressure: 1 mTorr
precursor coverage, protected area: 0.0122
precursor coverage, growth area: 0.8698
coverage ratio growth/protected: 71.28
theta_A/theta_I at p_half, one-way swap 1e-4: 4.392
equilibration time at p_half: 0.6489 s
pulse length: 3 s
precursor share after pulse at p_half: 0.4951
purge length: 1 s
inhibitor surviving purge, no readsorption: 0.4567
inhibitor lifetime at 1.50 eV: 7.44e+04 s
reacted sites after pulse, barrier 1.20 eV: 0.05693
reacted sites after pulse, barrier 1.00 eV: 0.879
inhibitor neighbour repulsion: 0.02 eV
factor on p_half from repulsion, lattice sum: 0.3349
same factor, full-coverage formula: 0.3338
factor on p_half, two-site inhibitor in a row: 0.04886
p_half, two-site inhibitor in a row: 3.948 mTorr
binding-energy error: 0.05 eV
factor on p_half from that error: 3.942
higher temperature: 473 K
p_half at higher temperature: 52.3 mTorr
```
